# Why capture by an oxide trap is thermally activated

In a small MOS transistor, one electron moving between the inversion layer and one oxide defect switches the drain current between two levels. The electron must tunnel through a nanometre or so of oxide, and tunnelling at fixed energy and distance depends very little on temperature. Yet the mean time before capture can fall steeply on heating. The temperature dependence can come from the atoms around the defect: they must distort before the empty trap level matches the electron's energy, and that distortion costs energy.

## Two charge states, two parabolas

Let one coordinate $Q$ describe the distortion, with stiffness $K$ and $Q=0$ the rest position of the empty trap. A channel electron has energy $E$. A trapped electron has energy $\varepsilon_v$ at $Q=0$ and pushes on the lattice with force $F$. Assume that this coupling is linear and leaves $K$ unchanged. The total energies are

$$U_i=E+\tfrac12KQ^2,\qquad U_f=\varepsilon_v-FQ+\tfrac12KQ^2 .$$

Completing the square in the second gives

$$U_f=E_t+\tfrac12K(Q-Q_0)^2,\quad Q_0=\frac FK,\quad E_t=\varepsilon_v-\lambda,\quad \lambda=\frac{F^2}{2K}=\tfrac12KQ_0^2 .$$

Here $\lambda$ is the relaxation energy and $E_t$ the relaxed trap level at the operating bias. Let $\Delta=E-E_t$ be the energy released by capture. Since $F=KQ_0$ and $\varepsilon_v=E_t+\lambda$,

$$U_i-U_f=E-\varepsilon_v+FQ=\Delta-\lambda+KQ_0Q .$$

Tunnelling is fast compared with atomic motion and conserves energy, so it needs $U_i=U_f$. This occurs at

$$Q_c=\frac{\lambda-\Delta}{KQ_0}=Q_0\frac{\lambda-\Delta}{2\lambda},$$

because $KQ_0=2\lambda/Q_0$. The distortion energy there is the barrier:

$$\boxed{\varepsilon_B=\tfrac12KQ_c^2=\lambda\left(\frac{Q_c}{Q_0}\right)^2=\frac{(\lambda-\Delta)^2}{4\lambda}}$$

At $Q_c$ the trap level $\varepsilon_v-FQ$ equals $E$. The electron tunnels at its own energy $E$, so at fixed $\Delta$ distance enters the tunnelling matrix element $V$ and not $\varepsilon_B$. For emission the start is lower by $\Delta$, so the barrier is $\varepsilon_B+\Delta$.

Many modes change nothing essential. With displacements $Q_{0j}$, the crossing condition is $\sum_jK_jQ_{0j}q_j=\lambda-\Delta$, where $\lambda=\sum_j\frac12K_jQ_{0j}^2$. Minimising $\sum_j\frac12K_jq_j^2$ with a Lagrange multiplier $\mu$ gives $q_j=\mu Q_{0j}$. The condition becomes $2\lambda\mu=\lambda-\Delta$, and the energy $\mu^2\lambda$ is again $\varepsilon_B$.

## From barrier to rate

For weak coupling, the golden rule gives the rate from one channel state. If the lattice is slow and classical,

$$w=\frac{2\pi}{\hbar}|V|^2G,\qquad G=\langle\delta(U_i-U_f)\rangle .$$

Before capture, $Q$ is Gaussian with mean zero and variance $k_BT/K$. The energy difference is therefore Gaussian with mean $\Delta-\lambda$ and variance $(KQ_0)^2k_BT/K=2\lambda k_BT$. Its probability density at zero is

$$G=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left(-\frac{\varepsilon_B}{k_BT}\right).$$

Define the activation energy as $E_a=-d\ln w/d\beta$, with $\beta=1/k_BT$. The prefactor varies as $\beta^{1/2}$, so at fixed $V$ and $\Delta$ the classical result is $E_a=\varepsilon_B-k_BT/2$.

## When the lattice is quantum

For one mode of quantum $\hbar\omega$, write $\lambda=S\hbar\omega$. Energy conservation requires a net emission of $p=\Delta/\hbar\omega$ phonons. The factor $G$ is replaced by a set of lines at integer $p$, with weights

$$W_p=\sum_nP_n|\langle (n+p)_f|n_i\rangle|^2 ,$$

where $P_n$ is the thermal population. To sum this, let $N=a^\dagger a$ count quanta about $Q=0$. The filled oscillator has $a_f=a-\sqrt S$, so its number operator is $N_f=DND^\dagger$ with $D=e^{\sqrt S(a^\dagger-a)}$. Then

$$\sum_pW_pe^{ip\theta}=\langle e^{-i\theta N}e^{i\theta N_f}\rangle=\langle e^Ae^B\rangle,$$

with $A=\sqrt S(a^\dagger e^{-i\theta}-ae^{i\theta})$ and $B=-\sqrt S(a^\dagger-a)$. Their commutator is the number $[A,B]=2iS\sin\theta$, so $e^Ae^B=e^{iS\sin\theta}e^{\alpha a^\dagger-\alpha^*a}$, where $\alpha=\sqrt S(e^{-i\theta}-1)$.

The thermal state is a mixture of coherent states $|b\rangle$ with weight $e^{-|b|^2/\bar n}/(\pi\bar n)$: integrating their number distribution gives $\bar n^n/(\bar n+1)^{n+1}=P_n$, and the phase average removes off-diagonal terms. In each one, the last exponential averages to $e^{-|\alpha|^2/2}e^{\alpha b^*-\alpha^*b}$. The Gaussian integral over $b$ then gives $e^{-|\alpha|^2(\bar n+1/2)}$. With $|\alpha|^2=2S(1-\cos\theta)$,

$$\ln\sum_pW_pe^{ip\theta}=S(\bar n+1)(e^{i\theta}-1)+S\bar n(e^{-i\theta}-1).$$

These are two independent Poisson counts: emissions with mean $S(\bar n+1)$ and absorptions with mean $S\bar n$. Summing over all pairs whose difference is $p$ gives the series of a modified Bessel function. Using $\bar n=1/(e^{\beta\hbar\omega}-1)$,

$$W_p=\exp\left[\frac{p\beta\hbar\omega}{2}-S\coth\frac{\beta\hbar\omega}{2}\right]I_{|p|}\left(\frac{S}{\sinh(\beta\hbar\omega/2)}\right).$$

The envelope $W_p/\hbar\omega$, with $p$ allowed to be non-integer, replaces $G$. Near room temperature, with the values used below, this interpolation is close to the result for a modest spread of phonon frequencies. At low temperature, where only a few phonons take part, the rate depends on the actual spectrum and the interpolation is only a rough guide.

Three limits show when activation is present.

- **Classical lattice.** Let $\hbar\omega\to0$ at fixed $\lambda$ and $T$. The emitted energy has mean $\lambda$, its variance tends to $2\lambda k_BT$, and its higher cumulants vanish. The classical $G$ returns.
- **Cold lattice.** As $\bar n\to0$, $W_p\to e^{-S}S^p/p!$ for $p\ge0$. The lattice tunnels and activation disappears. For $p<0$, $|p|$ quanta must be absorbed, so $W_p\propto\bar n^{|p|}$ and $E_a\to|\Delta|$.
- **Matched energies.** At $\Delta=\lambda$ the crossing lies at the initial minimum and there is no barrier, however large the relaxation.

For $\Delta=0$ and a large Bessel argument $z$, use $I_0(z)\simeq e^z/\sqrt{2\pi z}$ and $\coth y-1/\sinh y=\tanh(y/2)$:

$$\ln W_0\simeq-S\tanh\frac{\beta\hbar\omega}{4}+\tfrac12\ln\sinh\frac{\beta\hbar\omega}{2}+\text{const},$$

$$E_a\simeq\frac\lambda4\operatorname{sech}^2\frac{\beta\hbar\omega}{4}-\frac{\hbar\omega}{4}\coth\frac{\beta\hbar\omega}{2}.$$

There is also a direct reading of $E_a$. At fixed $V$, $w\propto\sum_ne^{-\beta E_n}r_n/\sum_ne^{-\beta E_n}$, where $r_n$ does not depend on temperature. Differentiation gives

$$E_a=\langle E_n\rangle_{\text{capturing}}-\langle E_n\rangle_{\text{thermal}} .$$

The rate is activated because the lattices that capture are, on average, more excited than typical ones.

## The channel supplies a range of energies

Let $\mathcal D$ be the density of channel states, $f$ their occupation and $\Gamma_{el}=2\pi\mathcal D|V|^2/\hbar$. The capture rate is

$$\Gamma_c=\int dE\,\Gamma_{el}(E)f(E)G(E-E_t).$$

Could electrons in the thermal tail avoid the barrier? Take Boltzmann electrons at the lattice temperature, with energy $\epsilon$ above the band edge, a constant density of states and constant $V$, with $\Delta$ now measured from the edge. The combined exponent is

$$\frac{\epsilon}{k_BT}+\frac{(\lambda-\Delta-\epsilon)^2}{4\lambda k_BT}
=\frac{\varepsilon_B}{k_BT}+\frac{\lambda+\Delta}{2\lambda}\frac{\epsilon}{k_BT}+\frac{\epsilon^2}{4\lambda k_BT}.$$

For $\Delta>-\lambda$ it rises from $\epsilon=0$, so electrons near the edge dominate. If $k_BT\ll\lambda$ and $\lambda+\Delta$ is not small, the last term can be dropped. The average then multiplies the edge rate by $2\lambda/(\lambda+\Delta)$ and leaves $\varepsilon_B$ in place. This holds only while the electrons share the lattice temperature. If a lateral field heats them to $T_e$, the first term becomes $\epsilon/k_BT_e$, and the exponent falls away from the edge once $T_e>2\lambda T/(\lambda-\Delta)$, which is slightly above $2T$ for small $\Delta$. Energetic electrons then dominate and bypass much of the barrier, so the results below apply at low drain bias.

Without relaxation, $G=\delta(E-E_t)$. A level below the band edge then captures nothing elastically. A level inside the band captures at $\Gamma_{el}f(E_t)$; any strong activation there comes from the electron supply $f$, not from a lattice barrier.

## How large: a trap in SiO₂

Take rough typical values for an electron trap near a (100) silicon inversion layer: $\lambda=1.6$ eV, $\hbar\omega=0.05$ eV ($S=32$), depth 1.2 nm and a level 0.05 eV below the lowest subband. The density is $5\times10^{12}$ cm⁻² and $T=300$ K, so $k_BT=0.02585$ eV. Then

$$\varepsilon_B=\frac{(1.6-0.05)^2}{4\times1.6}=0.375\text{ eV}\quad(\text{about }4400\text{ K}),$$

and emission faces 0.425 eV. The classical activation energy at the band edge is $0.3754-0.0129=0.3625$ eV.

The quantum value is lower, 0.278 eV. Capturing oscillators hold 0.2865 eV above the zero point on average, against 0.0084 eV for thermal ones, and the difference is this $E_a$. The quantum rate is 3.3 times the classical one. The $\Delta=0$ formula shows why: expanding the hyperbolic tangent, the first correction to the exponent is $S(\beta\hbar\omega)^3/192\approx1.2$, a factor of about three. Near $\Delta=0$ the classical formula needs this quantity to be small; the correction weakens as $\Delta$ approaches $\lambda$.

| $T$ (K) | $W_1$ | $E_a$ (eV) |
|---|---|---|
| 400 | $1.9\times10^{-6}$ | 0.307 |
| 300 | $1.1\times10^{-7}$ | 0.278 |
| 200 | $1.0\times10^{-9}$ | 0.208 |
| 100 | $1.2\times10^{-12}$ | 0.045 |
| 50 | $4.1\times10^{-13}$ | 0.0002 |

The last weight is close to the cold limit, $32e^{-32}=4.05\times10^{-13}$. An Arrhenius plot of this model is therefore curved, and its slope is not $\varepsilon_B$.

For the absolute time, take a tunnel barrier of 3.1 eV, an oxide mass of 0.42 $m_0$ and $\Gamma_{el}=\nu_0e^{-2\kappa d}$, where $\kappa$ is the decay constant and $d$ the depth. The attempt rate $\nu_0=10^{14}$ s⁻¹ is a chosen round number, so absolute times are illustrative. At the band edge $\Gamma_{el}=10^{14}\times8.07\times10^{-7}=8.07\times10^7$ s⁻¹. Integrating over Fermi-distributed electrons in the lowest subband, with the quantum lattice, gives a capture time of 0.066 s and $E_a=0.275$ eV. At 350 K and the same density and level spacing, the time is 0.014 s.

Depth acts differently. With density, temperature and level spacing fixed, moving the trap from 1.0 to 1.4 nm lengthens capture from 0.0066 to 0.67 s, a factor of 102, while $E_a$ changes by about 1 meV. The thermal spread of the tunnelling factor alone gives only 1.6 meV, even when the electron's whole energy, including its in-plane motion, is allowed to lower the tunnel barrier. In a biased oxide, however, the same kind of defect at another depth also has another $\Delta$. In a field of 2.3 MV/cm, going from 1.0 to 1.4 nm raises $\Delta$ by 0.09 eV and lowers $\varepsilon_B$ by about 0.045 eV.

Two independent tests support the rate formulas. Explicit overlap sums for the displaced oscillator reproduce $W_1=1.1150\times10^{-7}$. The golden rule was tested by solving the full quantum motion of a trap, one oscillator and 120 channel levels spanning $\pm1.5\hbar\omega$ about $E_t$, with coupling rate $0.012\,\omega$. Starting from the relaxed filled trap with $S=1$, only final states with zero or one phonon are open, so the predicted escape rate is $2e^{-1}=0.7358$ of the coupling rate. The computed ratio is 0.7368; for a rigid trap it is 1.003.

## Setting the model beside a device

Capture times from microseconds to many seconds, and activation energies of a few tenths of an eV, are the rough range for such traps, and the example lies within it. Its weakest assumption is a single known $\lambda$, since an amorphous oxide offers many local environments. Differentiating the barrier gives $d\varepsilon_B/d\lambda=(\lambda^2-\Delta^2)/4\lambda^2\approx0.25$. A change of 0.2 eV in $\lambda$ thus moves the barrier by 0.05 eV and the classical rate at 300 K by a factor of about seven.

Other neglected effects have these sizes:

- **Unequal stiffness.** At fixed $Q_0$ and initial stiffness, making the filled state 20% softer or stiffer gives a classical barrier of 0.331 or 0.414 eV.
- **Higher subbands.** A triangular-well estimate without depletion charge puts the next two 0.064 and 0.069 eV above the lowest. Only these two are counted here, so the numbers are rough and still higher subbands would change them. If electrons of equal energy tunnel equally well from all valleys, they shorten capture to 0.040 s and lower $E_a$ to 0.272 eV. If electrons in the side valleys instead keep their large in-plane momentum, they hardly tunnel, and with the same three subbands capture slows to about 0.09 s because fewer electrons remain in the lowest subband.
- **Oxide field.** The inversion charge alone gives 2.3 MV/cm, below a rough breakdown field of 10 MV/cm. Tilting the tunnel barrier raises the tunnelling factor by 1.4.
- **Strong coupling.** The golden rule is safe here when $\Gamma_{el}\ll\omega$, because a brief level crossing then rarely leads to capture. Here the ratio is $10^{-6}$.

Traps with additional metastable configurations need more than two parabolas and lie outside this result.

## What to do with measurements

**Do not convert capture time to depth by elastic tunnelling alone.** In the example $1/\Gamma_{el}=1.2\times10^{-8}$ s, while capture takes 0.066 s, longer by a factor of $5.4\times10^6$. The tunnelling factor gives $2\kappa=-\ln(8.07\times10^{-7})/1.2=11.7$ nm⁻¹. Blaming the whole delay on distance would add $\ln(5.4\times10^6)/11.7\approx1.3$ nm to the true depth of 1.2 nm.

**Control the electrostatics while changing temperature.** Since $\partial\varepsilon_B/\partial\Delta=-(\lambda-\Delta)/2\lambda=-0.48$, an oxide-field increase of 0.1 MV/cm that lowers this trap by 12 meV reduces the barrier by 5.8 meV if the subband edge stays fixed. The lowest subband also rises with field, which reduces the barrier further. Holding gate voltage fixed does not by itself hold field, carrier density and $\Delta$ fixed. Drift in these can raise or lower the apparent activation energy.

**Fit over a wide temperature range with the quantum expression.** A single slope near 300 K gives 0.275 eV here. Equating it to $\varepsilon_B$ would understate the barrier by 0.10 eV, or 27% of its value. Curvature towards low temperature carries information about $\hbar\omega$, provided the channel electrostatics are known and the same trap is followed throughout. The fitted $\hbar\omega$ is an effective value, because a real oxide has a spread of phonon frequencies that also shapes the curvature, most strongly at low temperature.

The numerical output lists the remaining values.

## Table of computed values

```
Relaxation energy 1.60 eV, phonon 0.050 eV, S = 32
Band edge minus trap level: 0.050 eV
Depth 1.2 nm, tunnel barrier 3.1 eV, mass 0.42 m0
Density 5.0e+12 /cm2, attempt rate 1e+14 /s
T = 300 K, kT = 0.02585 eV
Crossing Qc/Q0 = 0.4844
Capture barrier 0.3754 eV = 4356 K
Emission barrier 0.4254 eV
Three-mode minimized barrier 0.3754 eV
Classical G: formula 6.8518e-07 /eV
Classical G: two-mode average 6.8704e-07 /eV
Emission/capture, one state: 0.1446
exp(-gap/kT) = 0.1446
Quantum W_1: formula 1.1150e-07, overlap sum 1.1150e-07
Quantum/classical G: 3.255
Vibrational energy, capturing: 0.2865 eV above zero point
Vibrational energy, thermal: 0.0084 eV above zero point
Ea at band edge: classical 0.3625 eV
Ea at band edge: quantum 0.2781 eV
Ea for gap=0: 0.3025 eV, closed form 0.3026 eV
Ea for gap=lambda: -0.0073 eV
400 K: W = 1.898e-06, Ea = 0.3069 eV
300 K: W = 1.115e-07, Ea = 0.2781 eV
200 K: W = 1.003e-09, Ea = 0.2079 eV
100 K: W = 1.208e-12, Ea = 0.0454 eV
50 K: W = 4.069e-13, Ea = 0.0002 eV
Dynamics S=1: rate/coupling 0.7368, golden 0.7358
Dynamics S=0: rate/coupling 1.0027
Boltzmann average factor 1.885, estimate 1.939
Fermi level above band edge 0.0224 eV, above trap 0.0724 eV
Tunnelling factor 8.070e-07, coupling 8.070e+07 /s
Coupling rate / phonon angular frequency 1.06e-06
Capture time, classical: 2.127e-01 s
Capture time, quantum: 6.641e-02 s
Capture time, quantum, 350 K: 1.383e-02 s
Channel Ea: classical 0.3583 eV
Channel Ea: quantum 0.2746 eV
Ea of tunnelling factor alone 1.580 meV
Depth 1.0 nm: time 6.574e-03 s, Ea 0.2741 eV
Depth 1.4 nm: time 6.707e-01 s, Ea 0.2752 eV
Higher subbands at 0.0693 and 0.0639 eV
With them: time 4.003e-02 s, Ea 0.2722 eV
Barrier, filled stiffness x0.8: 0.3307 eV
Barrier, filled stiffness x1.2: 0.4138 eV
Oxide field 2.32 MV/cm, drop to trap 0.278 V
Field raises tunnelling by factor 1.377
Barrier slope with gap -0.4844
Barrier shift for +0.1 MV/cm: -5.81 meV
```
